# Choosing the Truncation of the Extended Nijboer-Zernike Series for Defocused Images

## What the answer can depend on

A point image formed at wavelength $\lambda$ and numerical aperture NA depends on a position $x$, a defocus distance $z$ and path errors $W$ across the pupil. All are lengths, while the amplitude, divided by its perfect focused peak, is a pure number. Lengths can therefore enter only through ratios. In the scalar, parabolic model used here the ratios are $r=x\,\mathrm{NA}/\lambda$, a defocus phase $f$ at the pupil edge, and the aberration phase $\Phi=2\pi W/\lambda$.

Symmetry fixes the angular form. Rotating the pupil about the axis rotates the image equally, and mirroring it in a plane through the axis mirrors the image, so a pupil term varying as $\cos m\theta$ gives an image term varying as $\cos m\phi$. What remains is one radial function of $v=2\pi r$ and $f$ for each pupil mode.

A program that evaluates these functions by a Bessel series has two settings: the number $L$ of defocus powers kept and the highest Zernike degree $N$. They control different errors.

## Model and conventions

With pupil coordinates $0\le\rho\le1$ and $\theta$,

$$U(r,\phi;f)=\frac1\pi\int_0^1\!\!\int_0^{2\pi}e^{if\rho^2}P(\rho,\theta)\,e^{iv\rho\cos(\theta-\phi)}\rho\,d\theta\,d\rho .$$

For $P=1$, $f=0$, $r=0$ this gives $U=1$. The intensity is $I=|U|^2$. Positive $f$ means that the phase grows toward the pupil edge. The pupil is written as

$$P=\sum_{n,m}\beta_n^mR_n^m(\rho)\cos m\theta,\qquad p=\frac{n-m}2,\quad q=\frac{n+m}2,$$

where $p,q$ are non-negative integers and $m\ge0$. Sine terms, needed for a pupil not even in $\theta$, are treated in the same way.

Put $\theta=\phi+\theta'$. Then $\cos m\theta=\cos m\phi\cos m\theta'-\sin m\phi\sin m\theta'$. The sine part integrates to zero because $e^{iv\rho\cos\theta'}$ is even in $\theta'$. Since $\int_0^{2\pi}\cos m\theta'\,e^{iy\cos\theta'}d\theta'=2\pi i^mJ_m(y)$,

$$U=2\sum\beta_n^m i^mV_n^m\cos m\phi,\qquad V_n^m=\int_0^1\rho\,e^{if\rho^2}R_n^m(\rho)J_m(v\rho)\,d\rho .$$

## Deriving the series

**Expansion in defocus.** Measured from the pupil edge,

$$e^{if\rho^2}=e^{if}\sum_{k\ge0}\frac{(-if)^k}{k!}(1-\rho^2)^k .$$

The factor $(1-\rho^2)^k$ is a Jacobi weight, which makes each integral a finite sum of Bessel functions.

**Jacobi tools.** Let $x=\rho^2$, $D=d/dx$, and let $P_j^{(a,b)}$ have argument $2x-1$. The Rodrigues formula is

$$(1-x)^ax^bP_j^{(a,b)}=\frac{(-1)^j}{j!}D^j\!\left[(1-x)^{a+j}x^{b+j}\right].$$

Integrating by parts $j$ times against a polynomial of lower degree gives zero, which is orthogonality. The highest power of $x$ in the formula gives the leading coefficient $\binom{2j+a+b}{j}$.

The derivative $DP_j^{(a,b)}$ is orthogonal, with weight $(1-x)^{a+1}x^{b+1}$, to every polynomial $g$ of degree below $j-1$: integration by parts moves $D$ onto the weight times $g$, leaving $(1-x)^ax^b$ times a polynomial of degree below $j$. Hence it is proportional to $P_{j-1}^{(a+1,b+1)}$, and the ratio of leading coefficients gives

$$DP_j^{(a,b)}=(j+a+b+1)P_{j-1}^{(a+1,b+1)} .$$

For $a=k$, $b=m$, the norm follows from Rodrigues, $j$ partial integrations and a beta integral:

$$h_j=\frac1{j!}\,\frac{(2j+k+m)!}{(j+k+m)!}\,\frac{(j+k)!(j+m)!}{(2j+k+m+1)!}
=\frac{(j+k)!(j+m)!}{j!\,(j+k+m)!\,(2j+k+m+1)} .$$

The Zernike radial polynomial is $R_n^m=\rho^mP_p^{(0,m)}$: it has the required orthogonality, and Rodrigues gives $R_n^m(1)=1$.

**Change of polynomial basis.** Write $P_p^{(0,m)}=\sum_{j=0}^{p}c_jP_j^{(k,m)}$, so that $c_j=N_j/h_j$ with

$$N_j=\int_0^1(1-x)^kx^mP_j^{(k,m)}P_p^{(0,m)}dx
=\frac1{j!}\int_0^1(1-x)^{k+j}x^{m+j}D^jP_p^{(0,m)}dx .$$

The sign from Rodrigues cancels that from partial integration. Applying the derivative rule $j$ times gives $D^jP_p^{(0,m)}=\frac{(q+j)!}{q!}P_{p-j}^{(j,m+j)}$, because $p+m=q$. A second use of Rodrigues, now for $(1-x)^jx^{m+j}P_{p-j}^{(j,m+j)}$, and $p-j$ partial integrations give

$$N_j=\frac{(q+j)!}{q!\,j!\,(p-j)!}\int_0^1\left[D^{p-j}(1-x)^k\right](1-x)^px^q\,dx .$$

The derivative is $(-1)^{p-j}\frac{k!}{(k-p+j)!}(1-x)^{k-p+j}$, or zero if $k<p-j$. The remaining beta integral is $(k+j)!\,q!/(q+j+k+1)!$, so

$$N_j=(-1)^{p-j}\binom{k}{p-j}\frac{(q+j)!(k+j)!}{j!\,(q+j+k+1)!} .$$

Division by $h_j$ gives

$$c_j=(-1)^{p-j}\binom{k}{p-j}(m+k+1+2j)\frac{(q+j)!(m+j+k)!}{(q+j+k+1)!(m+j)!} .$$

**The Bessel integral.** Define $S(\mu,s)=\int_0^1x^{\mu/2}(1-x)^sJ_\mu(v\sqrt x)\,dx$. The identity $D[x^{(\mu+1)/2}J_{\mu+1}(v\sqrt x)]=\frac v2x^{\mu/2}J_\mu(v\sqrt x)$ gives, by parts,

$$S(\mu,s)=\frac{2s}{v}S(\mu+1,s-1),\qquad S(\mu,0)=\frac2vJ_{\mu+1}(v),$$

and therefore $S(\mu,s)=s!\,(2/v)^{s+1}J_{\mu+s+1}(v)$.

Next use Rodrigues in the integral needed for $V_n^m$. With $d\rho=dx/(2\sqrt x)$,

$$\int_0^1\rho^{m+1}(1-\rho^2)^kP_j^{(k,m)}J_m(v\rho)d\rho
=\frac1{2j!}\int_0^1D^j\!\left[x^{-m/2}J_m(v\sqrt x)\right](1-x)^{k+j}x^{m+j}dx .$$

Each derivative obeys $D[x^{-\mu/2}J_\mu(v\sqrt x)]=-\frac v2x^{-(\mu+1)/2}J_{\mu+1}(v\sqrt x)$. The right side is thus

$$\frac{(-v/2)^j}{2j!}S(m+j,k+j)=(-1)^j2^k\frac{(j+k)!}{j!}\frac{J_{m+k+1+2j}(v)}{v^{k+1}} .$$

Multiplying by $(-if)^k/k!$ and $c_j$, and summing, gives the series:

$$\boxed{V_n^m=e^{if}\sum_{k=0}^{\infty}(-2if)^k\sum_{j=\max(0,p-k)}^{p}(-1)^j\binom{j+k}{k}c_j\frac{J_{m+k+1+2j}(v)}{v^{k+1}}}$$

For seven modes up to $n=12$, with $f=3$ rad, 40 powers and five values of $v$ from 0 to 12, it agrees with radial quadrature within $9.4\times10^{-15}$.

**Two limits.** At focus $k=0$, which forces $j=p$ and $c_p=1$. Then $V_n^m=(-1)^pJ_{n+1}(v)/v$. At the image centre the ratio $J_{m+k+1+2j}/v^{k+1}$ behaves as $v^{m+2j}$, so only $m=j=0$ survives, with value $1/[2^{k+1}(k+1)!]$. Near $v=0$ a program should use the power series of this ratio, because direct division fails at $v=0$ and wherever the high-order values underflow.

For the unaberrated centre $c_0=1$ and

$$U=e^{if}\sum_{k\ge0}\frac{(-if)^k}{(k+1)!}=e^{if/2}\frac{\sin(f/2)}{f/2} .$$

## The bound that sets L

Let $E_L(y)$ be the error after keeping $L$ terms of $e^{-iy}$. Then $|E_0|=1$, $E_L(0)=0$ for $L\ge1$, and $E_L'=-iE_{L-1}$. Repeated integration gives $|E_L(y)|\le|y|^L/L!$ for real $y$. Here $y=f(1-\rho^2)$.

Bounds on the other factors are also needed. The integral representation gives $|J_m|\le1$, as an average of numbers of modulus at most one. For $R_n^m$, carrying out the derivatives in Rodrigues with the product rule gives

$$R_n^m=\sum_t(-1)^t\binom pt\binom qt\rho^{n-2t}(1-\rho^2)^t .$$

This is the coefficient of $a^qb^p$ in $(\rho a+sb)^q(-sa+\rho b)^p$, with $s=\sqrt{1-\rho^2}$. The substitution is a rotation of the pair $(a,b)$. Acting on symmetric products of $n$ such pairs, it rotates every factor and preserves length. The coefficient is a diagonal element of that length-preserving matrix, and rescaling the basis to unit length leaves diagonal elements unchanged. Hence $|R_n^m|\le1$.

It follows that

$$|\Delta V_n^m|\le\frac{|f|^L}{L!}\int_0^1\rho(1-\rho^2)^Ld\rho=\frac{|f|^L}{2(L+1)!},$$

$$\boxed{|\Delta U|\le B_L=\frac{|f|^L}{(L+1)!}\sum|\beta_n^m|}$$

at every image point. The intensity error obeys $|\Delta I|\le2|U|B_L+B_L^2$. Since $B_{L+1}/B_L=|f|/(L+2)$, the bound can grow at first when $|f|$ is large, but it falls faster than geometrically once $L$ is well above $|f|$.

## The separate error set by N

For a phase aberration, $P=e^{i\Phi}$ with $\Phi=\sum\alpha_n^mR_n^m\cos m\theta$. The linear approximation $P\approx1+i\Phi$ uses $\beta_0^0=1$ and $\beta_n^m=i\alpha_n^m$. The same Taylor estimate gives $|e^{i\Phi}-1-i\Phi|\le\Phi^2/2$, so

$$|\Delta U_{\rm lin}|\le\tfrac12\langle\Phi^2\rangle,$$

where the brackets denote the pupil average. From $h_p$ at $k=0$, $\int_0^1(R_n^m)^2\rho\,d\rho=1/[2(n+1)]$. Therefore $\alpha^2$ contributes $\alpha^2/(n+1)$ to $\langle\Phi^2\rangle$ for $m=0$ and $\alpha^2/[2(n+1)]$ for $m>0$. Increasing $L$ cannot reduce this error.

To go beyond linear order, project the full pupil:

$$\beta_n^m=(n+1)\epsilon_m\frac1\pi\int P\,R_n^m\cos m\theta\,\rho\,d\rho\,d\theta,\qquad\epsilon_0=1,\ \epsilon_{m>0}=2 .$$

If $P_N$ keeps degrees up to $N$, the image error is at most $\langle|P-P_N|\rangle$, and by the Cauchy–Schwarz inequality at most the rms residual $\langle|P-P_N|^2\rangle^{1/2}$. This residual is available before any image is computed.

## Worked example: an extreme-ultraviolet lens

Take $\lambda=13.5$ nm, NA $=0.33$ and $z=60$ nm. The image unit is $13.5/0.33=40.91$ nm. To match the true defocus phase at pupil centre and edge,

$$f=\frac{2\pi z}{\lambda}\left(1-\sqrt{1-\mathrm{NA}^2}\right)=27.925\times0.05602=1.564\ \text{rad}.$$

The edge coefficients are 0.5 nm of astigmatism ($n=2,m=2$), 0.6 nm of coma ($3,1$) and 0.4 nm of spherical aberration ($4,0$). Multiplication by $2\pi/\lambda$ gives 0.2327, 0.2793 and 0.1862 rad. Hence

$$\langle\Phi^2\rangle=\frac{0.2327^2}{6}+\frac{0.2793^2}{8}+\frac{0.1862^2}{5}=0.0257,$$

or 0.160 rad rms, equal to 0.344 nm.

**Choosing L.** For the linear pupil $\sum|\beta|=1.698$. At $L=12$,

$$B_{12}=1.698\times\frac{1.564^{12}}{13!}=5.9\times10^{-8}.$$

One more power multiplies this by $1.564/14=0.112$, giving $6.5\times10^{-9}$. A tolerance of $10^{-8}$ thus calls for $L=13$.

Direct two-dimensional quadrature of the same linear pupil isolates the truncation error. It uses $40\times64$ radial and angular nodes and no Bessel expansion. The maxima below are over radii from 0 to 80 nm in 2 nm steps and seven angles from 0 to 180 degrees.

| $L$ | largest error in $U$ | $B_L$ |
|---|---|---|
| 4 | $4.9\times10^{-2}$ | $8.5\times10^{-2}$ |
| 8 | $9.9\times10^{-5}$ | $1.7\times10^{-4}$ |
| 12 | $3.5\times10^{-8}$ | $5.9\times10^{-8}$ |

The ratio of error to bound is 0.58 to 0.59, so in this example the bound overestimates the largest error by less than a factor of two. For the unaberrated centre alone, where $\sum|\beta|=1$, the first omitted term has modulus $f^L/(L+1)!$, equal to the bound. The actual error there is 0.990 of the bound at $L=8$.

With aberrations, aperture and image grid held fixed, the tolerance $10^{-8}$ gives:

| $z$ (nm) | $f$ (rad) | $L$ from bound | $L$ observed |
|---|---|---|---|
| 60 | 1.564 | 13 | 13 |
| 120 | 3.129 | 19 | 18 |
| 240 | 6.257 | 28 | 28 |

Very short sums can be unphysical. At the unaberrated centre, $L=2$ gives $U=e^{if}(1-if/2)$ and $I=1+f^2/4=1.612$, above the perfect peak. The converged value is $[\sin(0.782)/0.782]^2=0.812$.

**Choosing N.** Against quadrature of the full pupil $e^{i\Phi}$, the linear model has a largest amplitude error of $1.18\times10^{-2}$, below its bound $0.0257/2=1.29\times10^{-2}$. Halving all aberrations reduces the error by a factor 3.97, close to the factor 4 of a quadratic error. With 20 defocus powers, projection gives:

| $N$ | largest error in $U$ | rms residual |
|---|---|---|
| 4 | $4.1\times10^{-3}$ | $1.3\times10^{-2}$ |
| 8 | $1.8\times10^{-4}$ | $7.0\times10^{-4}$ |
| 12 | $2.5\times10^{-6}$ | $2.6\times10^{-5}$ |

Refining the quadrature to $60\times96$ nodes moves the full-pupil amplitude by at most $2.5\times10^{-15}$, so the reference is not the limiting error.

**Reading the image.** At $z=60$ nm the $N=12$ intensities at $x=-20,0,20$ nm are 0.0589, 0.7929 and 0.0982 of the perfect peak. The linear model gives 0.0614, 0.8120 and 0.0991. Its relative error, measured against the $N=12$ intensity at the same point, is about 4% at $-20$ nm, 2.4% at the centre and 0.9% at $+20$ nm. The absolute error is nevertheless largest at the centre of these three points: 0.019, against 0.0025 at $-20$ nm.

At the centre the linear result nearly equals the unaberrated one for a definite reason. Coma and astigmatism vanish there by angular integration. For spherical aberration, put $t=2\rho^2-1$. Then

$$2V_4^0(0,f)=e^{if/2}\,\frac12\int_{-1}^{1}e^{ift/2}P_2(t)\,dt ,$$

where $P_2=P_2^{(0,0)}$ is the Legendre polynomial. It is even, so the integral is real. The contribution $i\alpha_4^0\,2V_4^0$ is thus 90 degrees out of phase with the unaberrated amplitude and changes the intensity only from second order. At this defocus $|2V_4^0|$ is only about 0.039, so the change, $(0.1862\times0.039)^2\approx5\times10^{-5}$, is small.

The centre intensity at $z=-60$ nm is 0.7917, slightly different from 0.7929 at $+60$ nm. Complex conjugation of $U$ at $r=0$ shows that reversing $f$ is equivalent to reversing $\Phi$. The difference must therefore be odd in the aberrations. Its first-order part has just been shown to vanish, so it starts at third order at the earliest. Within the parabolic model, a linear pupil therefore cannot be used to study this focus asymmetry. The argument needs the defocus phase to be exactly $f\rho^2$. The true phase $\frac{2\pi z}{\lambda}(1-\sqrt{1-\mathrm{NA}^2\rho^2})$ also contains a small $\rho^4$ part, odd in $z$, which overlaps the spherical aberration and adds a first-order asymmetry of opposite sign, about $-8\times10^{-4}$ here. The difference between $+60$ and $-60$ nm then drops from $1.3\times10^{-3}$ to about $4.5\times10^{-4}$, so the parabolic value is not a prediction for the real lens.

## When more terms do not help

The bound on $\Delta V$ assumes exact arithmetic. The $k$th term of $V_n^m$ can have size up to $|f|^k/[2(k+1)!]$, whereas $|V_n^m|\le1/2$. At large defocus, large terms must cancel.

For $n=m=0$, $f=20$ rad and $L=90$, the largest term bound is $1.1\times10^6$. Compared with radial quadrature at $v=0.5,1.5,3$, double precision leaves an error of $7.6\times10^{-9}$. The truncation bound is far smaller, below $10^{-20}$. Evaluating the same sum with 40 digits reduces the difference to $4.4\times10^{-15}$, which identifies finite precision as the cause.

The double-precision spacing $2.2\times10^{-16}$ times the largest term bound is $2.4\times10^{-10}$, about 30 times below the observed error. Most of the excess comes from small relative errors in the library's Bessel values, which the cancellation magnifies. That product is therefore a warning scale, not an error bound. Individual $j$ terms at high degree may cancel further; their size is not bounded here.

## Practical settings

1. Find the largest $|f|$ in the focus range. Use its magnitude for both signs of defocus.
2. If $\langle\Phi^2\rangle/2$ is within the amplitude tolerance, the linear pupil suffices. Otherwise project $e^{i\Phi}$ and raise $N$ until the rms residual is small enough.
3. Recompute $\sum|\beta|$ for that pupil, then take the smallest $L$ for which $B_L$ meets its share of the tolerance.
4. Estimate rounding from the largest term, leaving at least two decades of margin. If that fails, use more digits or direct quadrature.
5. Compare one image at the largest defocus with quadrature, and refine the quadrature mesh once.

## How much accuracy the real lens deserves

The wavelength and aperture are realistic for an extreme-ultraviolet scanner; the sub-nanometre aberrations are rough values. At $z=+60$ nm, replacing parabolic by true defocus changes the intensity by less than $4\times10^{-4}$ of the perfect peak; the change is about $6\times10^{-4}$ at $-60$ nm and $2\times10^{-3}$ at 240 nm. Vector and radiometric effects, for one linear polarization, change it by up to 0.015. Averaging two wavelengths at $\pm1\%$, a rough bandwidth, each normalised to its own peak, changes it by $8\times10^{-5}$; weighting them by their $1/\lambda^2$ peak heights gives $1$ to $2\times10^{-4}$. Larger effects lie outside the lens model. A mirror height error $h$ near normal incidence gives a phase $4\pi h/\lambda$, whose mean square estimates the scattered fraction when small. Six mirrors with a rough 0.1 nm rms roughness scatter $6(4\pi\times0.1/13.5)^2\approx5\%$. A Gaussian resist blur with a rough $\sigma=4$ nm lowers the centre by about 16% of its own value. An $L$ chosen for $10^{-8}$ therefore controls numerical error; it does not predict a printed feature to that accuracy. An extended mask also requires its points to be combined with the proper illumination coherence.

The full set of computed values is in the numerical output below.

## Table of computed values

```
wavelength 13.5 nm, NA 0.33, defocus 60.0 nm
image unit lambda/NA = 40.91 nm
aberration n=2 m=2: 0.5 nm = 0.2327 rad at edge
aberration n=3 m=1: 0.6 nm = 0.2793 rad at edge
aberration n=4 m=0: 0.4 nm = 0.1862 rad at edge
rms aberration 0.344 nm = 0.1603 rad
defocus parameter f = 1.5643 rad
max error, V series vs quadrature (f=3 rad): 9.4e-15
unaberrated centre intensity, L=1..5: 1.0000 1.6118 0.9624 0.7383 0.7999
unaberrated centre intensity, converged: 0.8120
error/bound at that centre, L=8: 0.990
sum of |beta|, linear pupil: 1.6981
L= 2: max |dU| 3.93e-01, bound 6.93e-01
L= 4: max |dU| 4.92e-02, bound 8.47e-02
L= 6: max |dU| 2.89e-03, bound 4.94e-03
L= 8: max |dU| 9.88e-05, bound 1.68e-04
L=10: max |dU| 2.20e-06, bound 3.73e-06
L=12: max |dU| 3.47e-08, bound 5.86e-08
powers L needed for |dU| <= 1e-08:
 z=60 nm, f=1.564 rad: bound 13, observed 13
 z=120 nm, f=3.129 rad: bound 19, observed 18
 z=240 nm, f=6.257 rad: bound 28, observed 28
linearization: max |dU| 1.18e-02, bound 1.29e-02
its ratio, full to half aberration: 3.97
projection N= 4: max |dU| 4.11e-03, rms bound 1.31e-02
projection N= 8: max |dU| 1.81e-04, rms bound 7.05e-04
projection N=12: max |dU| 2.49e-06, rms bound 2.55e-05
quadrature shift, 40x64 to 60x96 nodes: 2.5e-15
intensity at z=60 nm: linear / N=12 / quadrature
 x=-20 nm: 0.06138 / 0.05887 / 0.05887
 x=  0 nm: 0.81205 / 0.79294 / 0.79294
 x=+20 nm: 0.09911 / 0.09820 / 0.09820
centre intensity at z=-60 nm, N=12: 0.79167
centre intensity at z=0 nm, N=12: 0.97467
f=20 rad, L=90: largest term bound 1.1e+06
 error of V: double 7.6e-09, 40 digits 4.4e-15
neglected effects, max |dI| / perfect peak:
 non-parabolic defocus 3.5e-04
 vector and radiometric 1.5e-02
 band edges +-1% (rough): 8.3e-05
flare, 6 mirrors, 0.1 nm rms (rough): 5.2 % scattered
resist blur sigma 4.0 nm (rough): centre intensity changes -15.8 %
```
